# When nickel displaces gold from cyanide solution: test program

```python
"""
Result under test: for Ni + 2 Au(CN)2^- -> 2 Au + dissolved Ni(II),
  dE = E0(Au(CN)2-/Au) - E0(Ni2+/Ni) + (RT/2F) ln(a^2 alpha/(c^4 N)),
  alpha = 1 + beta4 c^4 + K_L l.
a: dicyanoaurate activity; c: free cyanide activity; N: total dissolved Ni;
alpha: N divided by free Ni2+; beta4: formation constant of Ni(CN)4^2-;
K_L l: binding constant times free level of a second, buffered ligand.
Activities are concentrations relative to 1 mol/L; potentials are versus SHE.
Chemical constants are rough two-figure inputs; bath values are round choices.
"""
import numpy as np
from scipy.constants import R, physical_constants
from scipy.optimize import brentq, minimize_scalar

F = physical_constants["Faraday constant"][0]
T = 298.15
VT = R * T / F
LN10 = np.log(10.0)
E_AU_ION, E_NI = 1.7, -0.26
LOG_B2, LOG_B4, PKA = 39.0, 30.0, 9.2
E_AU_CN = E_AU_ION - VT * LN10 * LOG_B2
NO_COMPLEX = -99.0     # log beta4 that switches cyanide complexation off


def alpha_ni(c, kl=0.0, log_b4=LOG_B4):
    return 1.0 + 10.0**log_b4 * c**4 + kl


def gold_potential(c, a):
    return E_AU_CN + VT * np.log(a / c**2)


def nickel_potential(c, n, kl=0.0, log_b4=LOG_B4):
    return E_NI + VT / 2 * np.log(n / alpha_ni(c, kl, log_b4))


def drive(c, a, n, kl=0.0, log_b4=LOG_B4):
    return gold_potential(c, a) - nickel_potential(c, n, kl, log_b4)


def mean_cyanides(c, kl=0.0, log_b4=LOG_B4):
    return 4 * 10.0**log_b4 * c**4 / alpha_ni(c, kl, log_b4)


def minimum_gibbs(extent, a0, n0, cyanide0, kl, log_b4):
    """Minimum G/RT per litre over nickel speciation, and free cyanide there.
    The second ligand is buffered, so its reservoir term is included."""
    a, n = a0 - 2 * extent, n0 + extent
    cyanide = cyanide0 + 4 * extent
    mu_au = E_AU_ION / VT - LN10 * LOG_B2
    mu_ni = 2 * E_NI / VT
    mu_nicn = mu_ni - LN10 * log_b4
    mu_nil = mu_ni - np.log(kl)

    def term(amount, mu):
        return amount * (mu + np.log(amount) - 1.0)

    def other_nickel(amount):
        def split(f):
            return term(amount * f, mu_ni) + term(amount * (1 - f), mu_nil)
        return minimize_scalar(split, bounds=(1e-10, 1 - 1e-10),
                               method="bounded", options={"xatol": 1e-11}).fun

    def total(u):
        rest = n * np.exp(-u)
        bound = -n * np.expm1(-u)
        free = cyanide - 4 * bound
        return (term(a, mu_au) + term(bound, mu_nicn)
                + term(free, 0.0) + other_nickel(rest))

    grid = np.geomspace(1e-8, 60.0, 50)
    k = int(np.argmin([total(u) for u in grid]))
    low, high = grid[max(k - 1, 0)], grid[min(k + 1, len(grid) - 1)]
    best = minimize_scalar(total, bounds=(low, high), method="bounded",
                           options={"xatol": 1e-12})
    return best.fun, cyanide + 4 * n * np.expm1(-best.x)


# Bath values
a, n, c_alk = 0.01, 1e-3, 0.01
ph_alk, ph_acid, hcn_total, kl = 11.0, 5.0, 1e-3, 1e3

# Voltage formula against the derivative of a minimised Gibbs energy
step = 1e-5
gibbs_errors, gibbs_drives = [], []
for log_b4 in (4.0, 9.0, 30.0):
    args = (a, n, 4 * n + c_alk, 10.0, log_b4)
    g_plus = minimum_gibbs(step, *args)[0]
    g_minus = minimum_gibbs(-step, *args)[0]
    c_eq = minimum_gibbs(0.0, *args)[1]
    from_gibbs = -VT / 2 * (g_plus - g_minus) / (2 * step)
    gibbs_drives.append(from_gibbs)
    gibbs_errors.append(abs(from_gibbs - drive(c_eq, a, n, 10.0, log_b4)))
# tolerance covers the finite-difference truncation error
assert max(gibbs_errors) < 1e-5
assert min(gibbs_drives) < 0 < max(gibbs_drives)

# Cyanide slope in three speciation regimes
for c in (1e-9, 5e-8, 1e-3):
    d = 1e-4
    numeric = (drive(c * 10**d, a, n, 10.0)
               - drive(c * 10**-d, a, n, 10.0)) / (2 * d)
    formula = -VT * LN10 / 2 * (4 - mean_cyanides(c, 10.0))
    assert abs(numeric - formula) < 1e-7

# Zero crossing when nickel-cyanide complexation is omitted
c_cross = np.exp(((E_AU_CN - E_NI) / VT + np.log(a) - np.log(n) / 2) / 2)
root = brentq(lambda q: drive(10**q, a, n, log_b4=NO_COMPLEX), -10, 0)
assert abs(root - np.log10(c_cross)) < 1e-8

# Free nickel activity at which displacement stops
ni_stop = np.exp(2 * (gold_potential(c_alk, a) - E_NI) / VT)
root = brentq(lambda q: drive(c_alk, a, 10**q, log_b4=NO_COMPLEX), -30, 5)
assert abs(root - np.log10(ni_stop)) < 1e-8
ni_free = n / alpha_ni(c_alk)
assert ni_free < ni_stop < n

# High-cyanide floor and the critical nickel complex constant
floor = E_AU_CN - E_NI + VT / 2 * (LN10 * LOG_B4 + np.log(a**2 / n))
assert abs(drive(1.0, a, n) - floor) < 1e-9
sweep = np.array([drive(c, a, n) for c in np.geomspace(1e-12, 1, 200)])
assert sweep.min() > 0 and np.all(np.diff(sweep) < 1e-12)
log_b4_crit = (-2 * (E_AU_CN - E_NI) / VT - np.log(a**2 / n)) / LN10
root = brentq(lambda q: drive(1.0, a, n, log_b4=q), 5, 30)
assert abs(root - log_b4_crit) < 1e-6
assert drive(1.0, a, n, log_b4=log_b4_crit - 1) < 0

# Protonation of cyanide in the acid bath, from the acid equilibrium
c_acid = hcn_total / (1 + 10**(PKA - ph_acid))
root = brentq(lambda q: q * 10**-ph_acid - 10**-PKA * (hcn_total - q),
              0, hcn_total, xtol=1e-20)
assert abs(root / c_acid - 1) < 1e-8
assert 10**LOG_B2 * c_acid**2 > 1e10   # free Au+ is negligible

alk = drive(c_alk, a, n)
alk_omitted = drive(c_alk, a, n, log_b4=NO_COMPLEX)
acid = drive(c_acid, a, n)
acid_ligand = drive(c_acid, a, n, kl)
assert alk_omitted < 0 < alk and acid_ligand > acid

# Sizes of neglected effects, alkaline bath
err_au, err_ni, err_log = 0.05, 0.03, 1.0
input_error = err_au + err_ni + VT / 2 * LN10 * err_log
hot, entropy = 358.15, 200.0
entropy_shift = entropy * (hot - T) / (2 * F)
nernst_shift = -R * (hot - T) * np.log(n / a**2) / (2 * F)
ionic, debye = 0.1, 0.51
davies = np.sqrt(ionic) / (1 + np.sqrt(ionic)) - 0.3 * ionic
ionic_shift = VT / 2 * LN10 * debye * davies * (4 - 2)
x_alloy, k5 = 0.8, 1.0
alloy_shift = VT / 2 * np.log(x_alloy)
fifth_shift = VT / 2 * np.log(1 + k5 * c_alk)
worst = sum(abs(v) for v in (input_error, entropy_shift, nernst_shift,
                             ionic_shift, alloy_shift, fifth_shift))
assert worst < alk
h_alk = -VT * LN10 * ph_alk - nickel_potential(c_alk, n)
h_acid = -VT * LN10 * ph_acid - nickel_potential(c_acid, n)


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Temperature", T, "K", ".2f")
show("Rough E0 Au+/Au", E_AU_ION, "V", ".2f")
show("Rough E0 Ni2+/Ni", E_NI, "V", ".2f")
print(f"Rough log10 beta2, beta4; pKa HCN: {LOG_B2:.0f}, {LOG_B4:.0f}; {PKA}")
show("Aquo-ion standard gap", E_AU_ION - E_NI, "V")
show("E0 Au(CN)2-/Au", E_AU_CN, "V")
show("Standard gap, Au(CN)2- against Ni2+", E_AU_CN - E_NI, "V")
show("E0 Ni(CN)4^2-/Ni", E_NI - VT / 2 * LN10 * LOG_B4, "V")
show("RT ln10/2F", 1e3 * VT * LN10 / 2, "mV", ".2f")
show("Slope without Ni complexing", -2e3 * VT * LN10, "mV/decade", ".1f")
print(f"Gold, total dissolved nickel: {a:g}, {n:g} mol/L")
show("Alkaline free cyanide", c_alk, "mol/L", "g")
show("Alkaline gold potential", gold_potential(c_alk, a), "V")
show("Alkaline Ni potential, complexing omitted",
     nickel_potential(c_alk, n, log_b4=NO_COMPLEX), "V")
show("Alkaline Ni potential, complexed", nickel_potential(c_alk, n), "V")
show("Alkaline drive, complexing omitted", alk_omitted, "V")
show("Alkaline drive, complexed", alk, "V")
show("Alkaline reaction Gibbs energy", -2 * F * alk / 1e3, "kJ/mol Ni", ".1f")
show("Alkaline nickel alpha", alpha_ni(c_alk), "", ".2e")
show("Free Ni2+ activity", ni_free, "", ".2e")
show("Free Ni2+ activity that stops displacement", ni_stop, "", ".2e")
show("Crossing cyanide, complexing omitted", c_cross, "mol/L", ".2e")
show("High-cyanide floor", floor, "V")
show("Critical log10 beta4 for zero floor", log_b4_crit, "", ".2f")
print(f"Acid bath pH, unbound cyanide: {ph_acid:g}, {hcn_total:g} mol/L")
show("Acid free cyanide", c_acid, "mol/L", ".2e")
show("Acid gold potential", gold_potential(c_acid, a), "V")
show("Acid nickel alpha, no second ligand", alpha_ni(c_acid), "", ".2f")
show("Acid nickel potential, no second ligand",
     nickel_potential(c_acid, n), "V")
show("Acid drive, no second ligand", acid, "V")
show("Second-ligand K_L l", kl, "", "g")
show("Acid drive, with second ligand", acid_ligand, "V")
print("Sweep: cyanide mol/L | mean CN per Ni | drive V | drive V, omitted")
for c in (1e-10, 1e-8, 1e-7, 1e-6, 1e-4, 1e-2):
    print(f"  {c:.0e} | {mean_cyanides(c):.3f} | {drive(c, a, n):.3f} | "
          f"{drive(c, a, n, log_b4=NO_COMPLEX):.3f}")
print(f"Assumed errors: {err_au} V gold, {err_ni} V nickel, "
      f"{err_log:g} in log10 beta4")
show("Combined constant error", 1e3 * input_error, "mV", ".0f")
print(f"Hot bath, assumed entropy bound: {hot:.2f} K, {entropy:g} J/(mol K)")
show("Entropy shift bound", 1e3 * entropy_shift, "mV", ".0f")
show("Hot-bath concentration shift", 1e3 * nernst_shift, "mV", ".1f")
print(f"Ionic strength, Davies A: {ionic:g} mol/L, {debye}")
show("Ionic activity shift", 1e3 * ionic_shift, "mV", ".1f")
print(f"Assumed alloy Ni activity, K5: {x_alloy}, {k5:g} L/mol")
show("Alloy shift", 1e3 * alloy_shift, "mV", ".1f")
show("Fifth-cyanide shift", 1e3 * fifth_shift, "mV", ".2f")
show("Sum of shift magnitudes", 1e3 * worst, "mV", ".0f")
show(f"Hydrogen evolution drive, pH {ph_alk:g}", h_alk, "V")
show(f"Hydrogen evolution drive, pH {ph_acid:g}", h_acid, "V")
show("Largest Gibbs-test error", 1e3 * max(gibbs_errors), "mV", ".1e")
print("every check passed")
```

Output:

```
Temperature: 298.15 K
Rough E0 Au+/Au: 1.70 V
Rough E0 Ni2+/Ni: -0.26 V
Rough log10 beta2, beta4; pKa HCN: 39, 30; 9.2
Aquo-ion standard gap: 1.960 V
E0 Au(CN)2-/Au: -0.607 V
Standard gap, Au(CN)2- against Ni2+: -0.347 V
E0 Ni(CN)4^2-/Ni: -1.147 V
RT ln10/2F: 29.58 mV
Slope without Ni complexing: -118.3 mV/decade
Gold, total dissolved nickel: 0.01, 0.001 mol/L
Alkaline free cyanide: 0.01 mol/L
Alkaline gold potential: -0.489 V
Alkaline Ni potential, complexing omitted: -0.349 V
Alkaline Ni potential, complexed: -0.999 V
Alkaline drive, complexing omitted: -0.140 V
Alkaline drive, complexed: 0.511 V
Alkaline reaction Gibbs energy: -98.5 kJ/mol Ni
Alkaline nickel alpha: 1.00e+22
Free Ni2+ activity: 1.00e-25
Free Ni2+ activity that stops displacement: 1.83e-08
Crossing cyanide, complexing omitted: 6.54e-04 mol/L
High-cyanide floor: 0.511 V
Critical log10 beta4 for zero floor: 12.74
Acid bath pH, unbound cyanide: 5, 0.001 mol/L
Acid free cyanide: 6.31e-08 mol/L
Acid gold potential: 0.126 V
Acid nickel alpha, no second ligand: 16.84
Acid nickel potential, no second ligand: -0.385 V
Acid drive, no second ligand: 0.511 V
Second-ligand K_L l: 1000
Acid drive, with second ligand: 0.564 V
Sweep: cyanide mol/L | mean CN per Ni | drive V | drive V, omitted
  1e-10 | 0.000 | 0.806 | 0.806
  1e-08 | 0.040 | 0.570 | 0.570
  1e-07 | 3.960 | 0.511 | 0.451
  1e-06 | 4.000 | 0.511 | 0.333
  1e-04 | 4.000 | 0.511 | 0.096
  1e-02 | 4.000 | 0.511 | -0.140
Assumed errors: 0.05 V gold, 0.03 V nickel, 1 in log10 beta4
Combined constant error: 110 mV
Hot bath, assumed entropy bound: 358.15 K, 200 J/(mol K)
Entropy shift bound: 62 mV
Hot-bath concentration shift: -6.0 mV
Ionic strength, Davies A: 0.1 mol/L, 0.51
Ionic activity shift: 6.3 mV
Assumed alloy Ni activity, K5: 0.8, 1 L/mol
Alloy shift: -2.9 mV
Fifth-cyanide shift: 0.13 mV
Sum of shift magnitudes: 187 mV
Hydrogen evolution drive, pH 11: 0.349 V
Hydrogen evolution drive, pH 5: 0.089 V
Largest Gibbs-test error: 2.7e-04 mV
every check passed
```
